# The one-half limit of linear-optical Bell-state identification for dual-rail photons

A rate calculation for linking two distant spins by photons needs a number for the Bell measurement on the photons. One must decide whether that number is fixed, or whether a larger interferometer could raise it. For equally likely Bell states and fixed passive linear optics, with no ancilla photons and no further entanglement between the photons, the ideal factor is at most $1/2$, and two beam splitters already reach it. Within this class a larger interferometer cannot raise the factor; photon loss and the distinguishability of the photons can still be reduced.

## Setting and theorem

Photon A occupies the rails $a_0,a_1$ and photon B the rails $b_0,b_1$. In all other respects the photons are identical. The four Bell states are

$$|\phi^\pm\rangle=\frac{a_0^\dagger b_0^\dagger\pm a_1^\dagger b_1^\dagger}{\sqrt2}|0\rangle,\qquad
|\psi^\pm\rangle=\frac{a_0^\dagger b_1^\dagger\pm a_1^\dagger b_0^\dagger}{\sqrt2}|0\rangle .$$

**Assumptions.** The network is fixed, lossless, passive and linear. It may have any number of additional vacuum inputs. Photons are counted at every output. There are no ancilla photons, no feed-forward and no further entangled degree of freedom. An outcome is *conclusive* if one Bell state can produce it and the other three cannot. The success probability $P$ is the probability of a conclusive outcome, averaged over the Bell states with priors $\pi_\mu$.

Equal priors arise naturally in entanglement swapping. If each photon is maximally entangled with its own spin, the photon pair has the density matrix $I/4$, and every Bell state has probability $1/4$.

**Theorem.**

1. A network of two 50:50 beam splitters identifies $\psi^+$ and $\psi^-$ with certainty and never identifies $\phi^\pm$. For equal priors, $P=1/2$.
2. Every network obeying the assumptions has $P\le\pi_{(1)}+\pi_{(2)}$, the sum of the two largest priors. For equal priors, $P\le1/2$.

"Two of four" describes the network in part 1. Other networks may identify more than two states part of the time, as a remark below shows; the general limit applies to the average.

## Proof of part 1

Mix $a_0$ with $b_0$ and $a_1$ with $b_1$:

$$a_j^\dagger=\frac{c_j^\dagger+d_j^\dagger}{\sqrt2},\qquad b_j^\dagger=\frac{c_j^\dagger-d_j^\dagger}{\sqrt2},\qquad j=0,1 .$$

Creation operators commute, so

$$a_0^\dagger b_1^\dagger=\tfrac12\left(c_0^\dagger c_1^\dagger-c_0^\dagger d_1^\dagger+d_0^\dagger c_1^\dagger-d_0^\dagger d_1^\dagger\right),$$
$$a_1^\dagger b_0^\dagger=\tfrac12\left(c_0^\dagger c_1^\dagger+c_0^\dagger d_1^\dagger-d_0^\dagger c_1^\dagger-d_0^\dagger d_1^\dagger\right).$$

In the sum the two middle terms cancel; in the difference the two outer terms cancel:

$$|\psi^+\rangle=\frac{c_0^\dagger c_1^\dagger-d_0^\dagger d_1^\dagger}{\sqrt2}|0\rangle,\qquad
|\psi^-\rangle=\frac{d_0^\dagger c_1^\dagger-c_0^\dagger d_1^\dagger}{\sqrt2}|0\rangle .$$

For the other two states, $a_j^\dagger b_j^\dagger=\frac12(c_j^{\dagger2}-d_j^{\dagger2})$, because the cross terms cancel. Hence

$$|\phi^\pm\rangle=\frac{c_0^{\dagger2}-d_0^{\dagger2}\pm(c_1^{\dagger2}-d_1^{\dagger2})}{2\sqrt2}|0\rangle .$$

Since $c^{\dagger2}|0\rangle=\sqrt2\,|2\rangle$, each of the four double counts has an amplitude of magnitude $1/2$ and probability $1/4$, for both signs. The relative sign that distinguishes $\phi^+$ from $\phi^-$ is lost in the counting.

The pairs $c_0c_1$ and $d_0d_1$ therefore identify $\psi^+$, the pairs $c_0d_1$ and $c_1d_0$ identify $\psi^-$, and $P=\frac14(0+0+1+1)=\frac12$. $\square$

## Lemmas for the upper bound

Write each Bell state as $|\Psi_\mu\rangle=\sum_{ij}(W_\mu)_{ij}a_i^\dagger b_j^\dagger|0\rangle$, where

$$W_{\phi^\pm}=\frac1{\sqrt2}\begin{pmatrix}1&0\\0&\pm1\end{pmatrix},\qquad
W_{\psi^\pm}=\frac1{\sqrt2}\begin{pmatrix}0&1\\\pm1&0\end{pmatrix}.$$

These real matrices form an orthonormal basis of the $2\times2$ matrices: $\sum_{ij}(W_\mu)_{ij}(W_\nu)_{ij}=\delta_{\mu\nu}$. Each is a unitary matrix divided by $\sqrt2$, so each has rank two.

Let $d_k$ now denote any output mode. The full network, including vacuum inputs, is unitary: $c_i^\dagger=\sum_kU_{ik}d_k^\dagger$, where $c_i$ runs over all inputs. Taking the adjoint, multiplying by $U_{il}$ and summing over $i$ gives $d_l=\sum_iU_{il}c_i$. Collect the entries of column $k$ that belong to the A rails in $u_k\in\mathbb C^2$, and those of the B rails in $v_k\in\mathbb C^2$.

**Lemma 1 (conclusive patterns).** A pattern with photons at $k$ and $l$ is conclusive if and only if

$$X_{kl}=u_kv_l^T+u_lv_k^T$$

is a nonzero multiple of one $W_\mu$. Two photons at the same output are never conclusive.

*Proof.* Substitution of the network gives $|\Psi_\mu\rangle=\sum_{kl}(u_k^TW_\mu v_l)\,d_k^\dagger d_l^\dagger|0\rangle$. For $k\ne l$, two terms of the sum produce the same pattern, and its amplitude is

$$u_k^TW_\mu v_l+u_l^TW_\mu v_k=\sum_{ij}(W_\mu)_{ij}(X_{kl})_{ij}.$$

This is the coefficient of $W_\mu$ in the expansion of $X_{kl}$. Conclusiveness means that one coefficient is nonzero and three vanish. For $k=l$ the amplitude is $\sqrt2\,u_k^TW_\mu v_k$, which is proportional to the coefficient of $W_\mu$ in $u_kv_k^T$. That matrix has rank at most one, so it cannot be a nonzero multiple of a rank-two $W_\mu$. $\square$

**Lemma 2 (what one click leaves).** The mean photon number at output $k$ is the same for all Bell states,

$$n_k=\tfrac12\left(|u_k|^2+|v_k|^2\right),\qquad \sum_kn_k=2 .$$

*Proof.* Vacuum inputs contribute nothing when $d_k$ acts on $|\Psi_\mu\rangle$. Removing either photon gives

$$d_k|\Psi_\mu\rangle=\sum_{ij}(W_\mu)_{ij}\left[(u_k)_ib_j^\dagger+(v_k)_ja_i^\dagger\right]|0\rangle .$$

This is a one-photon state with A-rail amplitudes $W_\mu v_k$ and B-rail amplitudes $W_\mu^Tu_k$. Call it $s_\mu$. Both $W_\mu$ and $W_\mu^T$ are unitary matrices divided by $\sqrt2$, so they halve squared lengths. The squared norm of $s_\mu$, which is the mean photon number, is thus $n_k$. The four signal rows of $U$ are normalized, so $\sum_k(|u_k|^2+|v_k|^2)=4$ and $\sum_kn_k=2$. $\square$

**Lemma 3 (two states per detector).** Conclusive patterns that involve a given output $k$ identify at most two different Bell states.

*Proof.* Choose nonzero vectors $p,q$ with $p^Tu_k=0$ and $q^Tv_k=0$; in two dimensions they always exist. Expand the rank-one matrix $M=pq^T$ as $M=\sum_\mu\alpha_\mu W_\mu$. Then

$$Mv_k=p\,(q^Tv_k)=0,\qquad M^Tu_k=q\,(p^Tu_k)=0,$$

and therefore $\sum_\mu\alpha_\mu s_\mu=0$.

Suppose that a second click at $l\ne k$ identifies state $\nu$. Its amplitude $f(s_\mu)=\langle0|d_l|s_\mu\rangle$ is linear in $s_\mu$, vanishes for $\mu\ne\nu$, and is nonzero for $\mu=\nu$. Applying $f$ to the linear relation leaves $\alpha_\nu f(s_\nu)=0$, so $\alpha_\nu=0$.

If fewer than two $\alpha_\mu$ were nonzero, $M$ would be zero or a multiple of one $W_\mu$, with rank zero or two. Its rank is one. At least two coefficients are therefore nonzero, which excludes at least two states. $\square$

**Remark (both photons must reach the detector).** If $u_k=0$, the vector $p$ is unrestricted. The coefficient is $\alpha_\mu=p^TW_\mu q$, and $W_\mu q\ne0$, so for each $\mu$ some $p$ makes $\alpha_\mu$ nonzero. Every state is then excluded. The same holds for $v_k=0$ with the roles exchanged. A detector that can see only one of the two photons takes part in no conclusive pattern.

## Proof of part 2

Let $S_k$ be the set of states identified by patterns involving output $k$, and let $p_{kl}^\mu$ be the probability of one photon at $k$ and one at $l\ne k$. Expanding the squared norm of $d_k|\Psi_\mu\rangle$ in one-photon output states gives

$$n_k=\sum_l|\langle0|d_ld_k|\Psi_\mu\rangle|^2\ \ge\ \sum_{l\ne k}p_{kl}^\mu .$$

By Lemma 1, every conclusive pattern has two different outputs. Summing over $k$ counts it twice, which the factor $1/2$ corrects:

$$P=\frac12\sum_k\sum_{\mu\in S_k}\pi_\mu\sum_{\substack{l\ne k\\ (k,l)\text{ identifies }\mu}}p_{kl}^\mu
\le\frac12\sum_kn_k\sum_{\mu\in S_k}\pi_\mu .$$

Lemma 3 bounds the inner sum by $\pi_{(1)}+\pi_{(2)}$, and Lemma 2 gives $\sum_kn_k=2$. Therefore $P\le\pi_{(1)}+\pi_{(2)}$. $\square$

**Corollary.** No such network identifies three Bell states with certainty, since equal priors would then give $P\ge3/4$. A network that identifies two with certainty never identifies the other two, since they would raise $P$ above $1/2$.

## Remarks on the scope

**All four states, at a price.** Send half of the light in every rail to the analyser of part 1 and half to a copy whose A rails are interchanged. The interchange turns $\phi^\pm$ into $\psi^\pm$ up to an overall sign, so the copy identifies $\phi^\pm$. Both photons reach a given analyser with probability $1/4$.

If they separate, take an output of the first analyser with $u=e_j/2$, $v=\pm e_j/2$, and one of the second with $u=e_{1-m}/2$, $v=\pm e_m/2$, where $e_0,e_1$ are the unit vectors. Then $X_{kl}$ is a combination of $e_je_m^T$ and $e_{1-m}e_j^T$. For $m=j$ the two terms share the right factor, and for $m=1-j$ they share the left one. The rank is one and the pattern is inconclusive. Each of the four states is thus identified with probability $1/4$, and the average is $1/4$.

**A numerical search.** Among 3000 random circuits of two to six 50:50 splitters, with phases in steps of $90^\circ$ and up to two vacuum inputs, 102 had conclusive outcomes. The best average was 0.5000 for equal priors. With priors 0.4, 0.3, 0.2 and 0.1 for $\phi^+,\phi^-,\psi^+,\psi^-$ it was 0.7000, equal to the bound $0.4+0.3$.

**Where the proof stops.** Ancilla photons change the total $\sum_kn_k=2$ and the one-photon form of $s_\mu$. Feed-forward makes the columns of $U$ depend on earlier clicks. A further entangled degree of freedom enlarges the $2\times2$ matrices on which Lemma 3 rests. The theorem makes no statement about these cases.

## Imperfect photons and detectors

The theorem counts verdicts. In a device, one must also ask how often a verdict is wrong. Each fault is first taken alone, with the others absent unless stated.

**Loss.** Let each photon be detected with probability $\eta$. Without dark counts, two clicks require both photons, so the verdict probability is $\eta^2/2$. Detectors that cannot count photons suffice here: $\phi^\pm$ sends both photons to one detector and never fires two.

**Distinguishability.** Let photons A and B have temporal states $f$ and $g$, with $V=|\langle f|g\rangle|^2$. For $\psi^\pm$, the part with clicks at $c_0$ and $c_1$ is

$$\frac1{2\sqrt2}\left(|f\rangle_0|g\rangle_1\pm|g\rangle_0|f\rangle_1\right),$$

where the subscripts name the rail. Its squared norm is $\frac18(2\pm2V)=\frac14(1\pm V)$. The pair $d_0d_1$ gives the same. For $c_0d_1$ and $c_1d_0$ the relative sign is reversed, giving $\frac14(1\mp V)$ each. The wrong pairs thus have total probability $(1-V)/2$ for either state. The states $\phi^\pm$ put both photons in the same rail $j$ and still give no verdict. For mixed temporal states the interference term becomes $V=\mathrm{Tr}(\rho_A\rho_B)$.

Take two emitters with equal decay rate $\Gamma$, pure dephasing rate $\gamma$ each, and angular detuning $\Delta$. Assume that both rails of a photon come from one emission, as with polarisation rails, so that they share one temporal state and one dephasing history. Then $|\rho(t,t')|=\Gamma e^{-\Gamma(t+t')/2-\gamma|t-t'|}$. With $s=|t-t'|$ and $m$ the earlier time, $t+t'=2m+s$, and the two time orders contribute equally:

$$V=2\Gamma^2\int_0^\infty e^{-2\Gamma m}dm\int_0^\infty e^{-(\Gamma+2\gamma)s}\cos(\Delta s)\,ds
=\frac{\Gamma(\Gamma+2\gamma)}{(\Gamma+2\gamma)^2+\Delta^2}.$$

For time-bin rails filled by two separate excitations, the phase noise of the two bins is independent. With $t,t'$ measured from each excitation, the factor $e^{-2\gamma|t-t'|}$ is replaced by $e^{-2\gamma(t+t')}$, and the interference term becomes

$$V_{\rm tb}=\left|\Gamma\int_0^\infty e^{-(\Gamma+2\gamma-i\Delta)t}dt\right|^2=\frac{\Gamma^2}{(\Gamma+2\gamma)^2+\Delta^2},$$

which is smaller than $V$ whenever $\gamma>0$.

**Splitter imbalance.** Let both splitters have transmission $T$ and reflection $R=1-T$, with $a_j^\dagger=\sqrt T\,c_j^\dagger+\sqrt R\,d_j^\dagger$ and $b_j^\dagger=\sqrt R\,c_j^\dagger-\sqrt T\,d_j^\dagger$. For $\psi^+$, each wrong pair has amplitude $(R-T)/\sqrt2$, so the wrong-label probability is $(T-R)^2$. For $\psi^-$, the wrong amplitudes are $\pm(\sqrt{TR}-\sqrt{TR})/\sqrt2=0$.

**Rail phase.** A phase $\theta$ on $a_1$ turns $\psi^+$ into a state whose overlap with $\psi^-$ is $(1-e^{i\theta})/2$. The wrong-label probability is $\sin^2(\theta/2)$, and the same holds for $\psi^-$.

**Dark counts with loss.** Let a non-counting detector fire falsely with probability $p\ll1$. For $\phi^\pm$, one detector fires with probability $\eta(2-\eta)$, and a dark click at either detector of the other rail completes a false verdict. For $\psi^\pm$, one photon survives with probability $2\eta(1-\eta)$, and one detector of the other rail gives the wrong label. To first order in $p$, the average over four states is

$$\tfrac14\left[2\cdot2p\,\eta(2-\eta)+2\cdot p\cdot2\eta(1-\eta)\right]=p\,\eta(3-2\eta).$$

## Example: two T centres in silicon

The parameters are rough and round: wavelength 1330 nm (0.932 eV), cavity-shortened lifetime 200 ns, and dephasing and detuning of 1 MHz each after division by $2\pi$. The emission linewidth is $(\Gamma+2\gamma)/2\pi=2.796$ MHz, of which $\Gamma/2\pi=2.796-2=0.796$ MHz. In these units

$$V=\frac{0.796\times2.796}{2.796^2+1^2}\approx0.252,\qquad \frac{1-V}2\approx0.374 .$$

More than a third of the verdicts carry the wrong label; guessing between $\psi^+$ and $\psi^-$ would give one half. These numbers, and the combined figures below, are for rails filled by one emission. With time-bin rails from two excitations, $V_{\rm tb}\approx0.072$ and the wrong fraction is about 0.464.

The other faults add few wrong verdicts, though loss lowers the number of verdicts. A transmission of 0.52 gives $0.04^2=0.0016$ for $\psi^+$. A phase error of 0.10 rad, or 8.5 nm of path at mode index 2.5, gives 0.0025. With $\eta=0.80$ the verdict probability is $0.80^2/2=0.32$. A dark rate of 10 per second in a 1000 ns window gives $p=10^{-5}$ and a false-verdict probability of $10^{-5}\times0.8\times1.4=1.1\times10^{-5}$. With all these faults together, the verdict probability remains 0.320 and the wrong fraction of verdicts is 0.375. Distinguishability causes nearly all of the wrong verdicts.

At zero detuning, a wrong fraction $\varepsilon$ from dephasing alone requires $V=1-2\varepsilon$, hence $2\gamma/\Gamma=2\varepsilon/(1-2\varepsilon)$. For $\varepsilon=0.01$ and the same lifetime, $\gamma/2\pi$ must fall to about 8 kHz; with time-bin rails, to about 4 kHz.

Real T centres emit near this wavelength, with a lifetime of roughly a microsecond in bulk silicon. The efficiency of 0.80 for the whole path from emitter to detector is an idealized limit. If a cavity shortens the lifetime from about 1000 ns to 200 ns and leaves the other decay channels unchanged, it receives only about $1-200/1000=0.80$ of the decays, before any loss in collection and detection. At $\eta=0.01$ the verdict probability would be $5\times10^{-5}$, and dark counts would make about 0.6% of the verdicts false. In nanostructures, dephasing and slow frequency drifts can also broaden the line well beyond the value used here, which moves the wrong fraction towards one half. For rails filled by one emission, keeping only pairs with nearly equal detection times counters this at the cost of fewer verdicts. For time-bin rails that selection removes the effect of a fixed detuning but only part of the effect of pure dephasing: the interference term tends to $\Gamma/(\Gamma+2\gamma)$, a wrong fraction near 0.36 here. Some effects lie outside the combined figure. About 0.7% of the photons arrive after the window; if not already included in $\eta$, this lowers 0.320 to about 0.316, and the wrong fraction from distinguishability from 0.374 to about 0.372. An excited level taken 2 meV higher has a Boltzmann factor of $9\times10^{-6}$ at 2 K; the factor is sensitive to the gap, and 1.76 meV would give $4\times10^{-5}$. This does not by itself make dephasing through that level negligible, because the rate of jumps between the levels also matters; such dephasing must be included in $\gamma$. Thermal light at 300 K supplies about $2\times10^{-16}$ photons per mode. Multiphoton emission is not modelled. The numerical output lists the device inputs.

## Table of computed values

```
IDEAL ANALYSER (probabilities, dimensionless)
state  c0c1   d0d1   c0d1   c1d0   each double count
phi+   0.000  0.000  0.000  0.000  0.250 0.250 0.250 0.250
phi-   0.000  0.000  0.000  0.000  0.250 0.250 0.250 0.250
psi+   0.500  0.500  0.000  0.000  0.000 0.000 0.000 0.000
psi-   0.000  0.000  0.500  0.500  0.000 0.000 0.000 0.000
average success probability: 0.5000
largest Fock-space minus formula difference: 6.1e-16
CIRCUIT SEARCH
circuits tried: 3000; with conclusive outcomes: 102
best success, equal priors: 0.5000
priors phi+,phi-,psi+,psi-: [0.4 0.3 0.2 0.1]
best success, these priors: 0.7000
most states identified through one output: 2
two-analyser network, success per state: [0.25 0.25 0.25 0.25]
two-analyser network, average success: 0.2500
DEVICE INPUTS (rough, round)
wavelength: 1330 nm; lifetime: 200 ns
pure dephasing rate/(2 pi): 1.0 MHz per emitter
detuning/(2 pi): 1.0 MHz
splitter transmission: 0.52
rail phase error: 0.10 rad; mode index: 2.5
efficiency per photon: 0.80
dark rate: 10 1/s; time window: 1000 ns
upper level gap: 2.0 meV at 2.0 K
DEVICE RESULTS
photon energy: 0.9322 eV
decay rate: 5.000e+06 1/s
emission linewidth (FWHM): 2.796 MHz
photon overlap V: 0.2523 (quadrature 0.2523)
wrong-label fraction from overlap: 0.3738
wrong-label fraction of psi+ from splitters: 0.00160
wrong-label fraction from rail phase: 0.00250
path error giving that phase: 8.47 nm
verdict probability with loss only: 0.3200
dark-click probability per detector: 1.00e-05
false-verdict probability from dark clicks: 1.12e-05 (direct 1.12e-05)
fraction of photons after the window: 0.00674
Boltzmann factor of upper level: 9.12e-06
thermal photons per mode at 300 K: 2.2e-16
all simulated faults: verdict probability 0.3200
all simulated faults: wrong fraction of verdicts 0.3747
for wrong fraction 0.01: V = 0.98, dephasing/(2 pi) = 8.12 kHz
```
